# Force on an Off-Axis Screw Dislocation in an Untwisted Cylindrical Wire: a program that tests the result

```python
# Result under test: a screw dislocation parallel to the axis of a cylinder,
# with free lateral surface and ends held against twist, feels the outward
# force per length F = mu b^2 r / (2 pi (R^2 - r^2)).
# mu: shear modulus (GPa), b: Burgers vector (nm), R: wire radius (nm),
# r: distance of the dislocation from the axis (nm), alpha: twist (rad/nm).
# Axial displacement w = Im f(zeta), zeta = x + i y, slope f' = w_y + i w_x.
# Units: GPa nm = N/m, GPa nm^2 = nN, GPa nm^3 = nN nm.
import numpy as np
from scipy.constants import e as electron_charge
from scipy.integrate import quad
from scipy.optimize import brentq

mu, b, R, r_example = 100.0, 0.52, 25.0, 10.0
surface_modulus = 10.0        # N/m, assumed order of magnitude
friction_stress = 0.01 * mu   # GPa, assumed order of magnitude
tiny_core = 1e-4 * R          # nm, cutoff for the energy tests
to_eV = 1e-18 / electron_charge   # nN -> eV/nm and N/m -> eV/nm^2


def force_formula(r):
    return mu * b**2 * r / (2 * np.pi * (R**2 - r**2))


def twist_force_formula(r):
    return -mu * b**2 * r * (R**2 - r**2) / (np.pi * R**4)


def energy_formula(r, core):
    return mu * b**2 / (4 * np.pi) * np.log((R**2 - r**2) / (R * core))


def torque_formula(r):
    return mu * b * (R**2 - r**2) / 2


def twist_formula(r):
    return -b * (R**2 - r**2) / (np.pi * R**4)


def bare_slope(zeta, r):
    return b / (2 * np.pi * (zeta - r))


def surface_series(r, kappa=0.0, samples=512):
    """Fourier solution of the surface problem, no image assumed.
    kappa = surface shear modulus / (mu R); zero means a free surface."""
    zeta = R * np.exp(2j * np.pi * np.arange(samples) / samples)
    bare = zeta * bare_slope(zeta, r)
    traction = np.fft.fft(-bare.imag) / samples
    hoop = np.fft.fft(bare.real) / samples
    assert abs(traction[0]) < 1e-10 * b    # solvability: no net traction
    n = np.arange(1, samples // 2)
    h = 2j * (traction[n] + 1j * kappa * n * hoop[n]) / (1 + kappa * n)
    return h[::-1] / R


def series_slope(coefficients, zeta):
    return np.polyval(coefficients, zeta / R)


def series_force(r, kappa=0.0, samples=512):
    """Peach-Koehler force b sigma_yz from the correction field."""
    return mu * b * series_slope(surface_series(r, kappa, samples), r).real


nodes, node_weights = np.polynomial.legendre.leggauss(60)


def section_field(r):
    """Points, area weights and total slope, in polar grid about the core."""
    count = 240
    angle = 2 * np.pi * np.arange(count)[:, None] / count
    reach = -r * np.cos(angle) + np.sqrt(R**2 - (r * np.sin(angle))**2)
    span = np.log(reach / tiny_core)
    s = tiny_core * np.exp(span * (nodes + 1) / 2)
    area = s**2 * span / 2 * node_weights * 2 * np.pi / count
    zeta = r + s * np.exp(1j * angle)
    slope = bare_slope(zeta, r) + series_slope(surface_series(r), zeta)
    return zeta, area, slope


def numerical_torque(r):
    zeta, area, slope = section_field(r)
    return mu * np.sum(area * (zeta * slope).real)


def section_energies(r):
    """Energy without twist, minimum energy over twist, minimizing twist."""
    zeta, area, slope = section_field(r)
    unit = b / R**2
    low, mid, high = [mu / 2 * np.sum(area * abs(slope + a * zeta.conj())**2)
                      for a in (-unit, 0.0, unit)]
    curvature = high + low - 2 * mid
    best = unit * (low - high) / (2 * curvature)
    return mid, mid - (high - low)**2 / (8 * curvature), best


# The image field against the Fourier solution, at random interior points.
rng = np.random.default_rng(4)
points = 0.95 * R * np.sqrt(rng.random(40)) * np.exp(2j*np.pi*rng.random(40))
for r in (0.2 * R, 0.5 * R, 0.85 * R):
    image = -b / (2 * np.pi * (points - R**2 / r))
    solved = series_slope(surface_series(r), points)
    assert np.max(abs(solved - image)) < 1e-9 * np.max(abs(image))
    assert abs(series_force(r) / force_formula(r) - 1) < 1e-9

# Limits near the axis and near the surface.
near_axis = series_force(0.01 * R) / (mu * b**2 * 0.01 / (2 * np.pi * R))
near_surface = (series_force(0.99 * R, samples=8192)
                / (mu * b**2 / (4 * np.pi * 0.01 * R)))
assert abs(near_axis - 1) < 1e-3 and abs(near_surface - 1) < 0.01

# Energy, torque, lateral force and twist from integrals over the section.
step = 0.05
for r in (0.2 * R, r_example, 0.8 * R):
    held, released, best_twist = section_energies(r)
    assert abs(held / energy_formula(r, tiny_core) - 1) < 1e-6
    assert abs(numerical_torque(r) / torque_formula(r) - 1) < 1e-6
    assert abs(best_twist / twist_formula(r) - 1) < 1e-6
    zeta, area, slope = section_field(r)
    assert abs(np.sum(area * slope)) < 1e-6 * b * R
    plus, minus = section_energies(r + step), section_energies(r - step)
    held_force = -(plus[0] - minus[0]) / (2 * step)
    released_force = -(plus[1] - minus[1]) / (2 * step)
    scale = force_formula(r)
    # central differences carry an error of order (step / (R - r))^2
    assert abs(held_force - scale) < 5e-4 * scale
    assert abs(released_force - scale - twist_force_formula(r)) < 5e-4 * scale
    if r == r_example:
        example_energy_force = held_force
        example_released_force = released_force


def numerical_released_force(r):
    twist = -numerical_torque(r) / (mu * np.pi * R**4 / 2)
    return series_force(r) + mu * b * twist * r


reversal = brentq(numerical_released_force, 0.3 * R, 0.8 * R, xtol=1e-8)
assert abs(reversal / (R * np.sqrt(1 - 1 / np.sqrt(2))) - 1) < 1e-6


# Finite core: traction-free hole of radius hole, centred at r.
def hollow_poles(r, hole):
    total = (R**2 + r**2 - hole**2) / r
    inner = (total - np.sqrt(total**2 - 4 * R**2)) / 2
    return inner, R**2 / inner


def hollow_energy(r, hole):
    p, q = hollow_poles(r, hole)
    integral = quad(lambda x: 1 / (x - p) + 1 / (q - x), r + hole, R,
                    epsabs=1e-12, epsrel=1e-12, limit=200)[0]
    return mu * b**2 / (4 * np.pi) * integral


p, q = hollow_poles(r_example, b)
circle = np.exp(2j * np.pi * np.arange(50) / 50)
for centre, radius in ((0.0, R), (r_example, b)):
    z = centre + radius * circle
    slope = b / (2 * np.pi) * (1 / (z - p) - 1 / (z - q))
    assert np.max(abs((circle * slope).imag)) < 1e-9 * np.max(abs(slope))


def hollow_force(r, hole, h=0.01):
    return -(hollow_energy(r + h, hole) - hollow_energy(r - h, hole)) / (2*h)


force = force_formula(r_example)
assert abs(hollow_force(r_example, 0.01) / force - 1) < 1e-5
core_change = hollow_force(r_example, b) / force - 1

# Surface elasticity; an infinitely stiff surface must reverse the force.
assert abs(series_force(r_example, kappa=1e9) / force + 1) < 1e-6
kappa = surface_modulus / (mu * R)
surface_change = series_force(r_example, kappa) / force - 1

# Depth at which the image stress equals the assumed friction stress.
glide_radius = brentq(lambda r: force_formula(r) / b - friction_stress,
                      0.01 * R, 0.999 * R)

twist_part = twist_force_formula(r_example)
print("INPUTS (rough values for a c-axis GaN nanowire)")
print(f"shear modulus c44: {mu:.0f} GPa")
print(f"Burgers vector b: {b:.2f} nm")
print(f"wire radius R: {R:.1f} nm")
print(f"dislocation distance from axis r: {r_example:.1f} nm")
print("ENDS HELD AGAINST TWIST")
print(f"image distance from axis R^2/r: {R**2 / r_example:.2f} nm")
print(f"image-dislocation separation: {R**2/r_example - r_example:.2f} nm")
print(f"outward force, formula: {force * 1e3:.3f} mN/m")
print(f"outward force, formula: {force * to_eV:.4f} eV/nm^2")
print(f"outward force, Fourier: {series_force(r_example)*1e3:.3f} mN/m")
print(f"outward force, energy slope: {example_energy_force*1e3:.3f} mN/m")
print(f"equivalent shear stress F/b: {force / b * 1e3:.1f} MPa")
for r in (0.0, r_example):
    line_energy = energy_formula(r, b) * to_eV
    print(f"line energy, cutoff b, r = {r:.0f} nm: {line_energy:.3f} eV/nm")
print(f"holding torque: {torque_formula(r_example):.0f} nN nm")
print(f"near-axis limit check, r = 0.01 R, ratio: {near_axis:.5f}")
print(f"flat-surface limit check, r = 0.99 R, ratio: {near_surface:.5f}")
print("ENDS RELEASED")
twist_size = abs(twist_formula(r_example))
print(f"twist magnitude: {twist_size:.3e} rad/nm")
print(f"twist magnitude: {np.degrees(twist_size) * 1e3:.2f} deg/um")
print(f"force added by twist: {twist_part * 1e3:.3f} mN/m")
print(f"total force, formula: {(force + twist_part) * 1e3:.3f} mN/m")
print(f"total force, energy slope: {example_released_force*1e3:.3f} mN/m")
print(f"force reversal radius: {reversal:.3f} nm")
print(f"force reversal radius / R: {reversal / R:.4f}")
print("TABLE: r (nm), held-end force (mN/m), released-end force (mN/m)")
for r in (2.0, 5.0, 10.0, 15.0, 20.0, 23.0):
    total = force_formula(r) + twist_force_formula(r)
    print(f"{r:5.1f} {force_formula(r)*1e3:10.3f} {total*1e3:10.3f}")
print("NEGLECTED EFFECTS at the example position")
print(f"twist release, change of force: {100 * twist_part / force:.1f} %")
print(f"hollow core of radius b, change: {100 * core_change:.3f} %")
print(f"assumed surface shear modulus: {surface_modulus:.0f} N/m")
print(f"surface elasticity, change: {100 * surface_change:.2f} %")
print(f"assumed friction stress: {friction_stress * 1e3:.0f} MPa")
print(f"depth where image stress equals it: {R - glide_radius:.2f} nm")
print("verified")
```

Printed output:

```
INPUTS (rough values for a c-axis GaN nanowire)
shear modulus c44: 100 GPa
Burgers vector b: 0.52 nm
wire radius R: 25.0 nm
dislocation distance from axis r: 10.0 nm
ENDS HELD AGAINST TWIST
image distance from axis R^2/r: 62.50 nm
image-dislocation separation: 52.50 nm
outward force, formula: 81.972 mN/m
outward force, formula: 0.5116 eV/nm^2
outward force, Fourier: 81.972 mN/m
outward force, energy slope: 81.973 mN/m
equivalent shear stress F/b: 157.6 MPa
line energy, cutoff b, r = 0 nm: 52.013 eV/nm
line energy, cutoff b, r = 10 nm: 49.671 eV/nm
holding torque: 13650 nN nm
near-axis limit check, r = 0.01 R, ratio: 1.00010
flat-surface limit check, r = 0.99 R, ratio: 0.99497
ENDS RELEASED
twist magnitude: 2.225e-04 rad/nm
twist magnitude: 12.75 deg/um
force added by twist: -115.679 mN/m
total force, formula: -33.707 mN/m
total force, energy slope: -33.706 mN/m
force reversal radius: 13.530 nm
force reversal radius / R: 0.5412
TABLE: r (nm), held-end force (mN/m), released-end force (mN/m)
  2.0     13.860    -13.506
  5.0     35.863    -30.240
 10.0     81.972    -33.707
 15.0    161.383     29.178
 20.0    382.538    283.384
 23.0   1031.059    982.407
NEGLECTED EFFECTS at the example position
twist release, change of force: -141.1 %
hollow core of radius b, change: 0.071 %
assumed surface shear modulus: 10 N/m
surface elasticity, change: -0.95 %
assumed friction stress: 1000 MPa
depth where image stress equals it: 3.80 nm
verified
```
